**Testing the Einstein ratio for hopping in a Gaussian density of states**

The program tests $D/\mu=n/(e\,\partial n/\partial E_F)$, where $D$ is the chemical diffusion coefficient, $\mu$ the mobility, $n$ the carrier density and $E_F$ the Fermi level. On a periodic network of 125 random sites it obtains $\mu$ from nonlinear steady states in small opposite fields and $D$ from the decay of a long-wave disturbance. It asserts that their ratio agrees, within a relative 0.3 %, with a finite difference of the carrier number, for Miller–Abrahams and Marcus rates at three fillings. It also asserts that the mean-field diffusion coefficient of a tagged carrier equals $\mu kT/e$ within the same tolerance. Further assertions cover the rise with density at three values of $\sigma/kT$ (with $\sigma$ the width of the Gaussian), the onset density, the dilute, nearly disorder-free and cold limits, and the vanishing of the equilibrium current. For $\sigma=0.1$ eV and $10^{21}$ sites per cm³, the output shows $eD/(\mu kT)$ rising from 1.04 to 2.44 at 300 K and from 1.62 to 4.53 at 150 K as $n$ goes from $10^{15}$ to $10^{20}$ cm⁻³. Using $kT/e$ at $10^{19}$ cm⁻³ and 300 K would leave a false equilibrium current of 39 % of the drift current.

## Verification by program

```python
# Result under test: for carriers hopping in a Gaussian density of states,
#   D/mu = n / (e dn/dEF),
# which is at least kT/e and rises with carrier density.
# D: chemical diffusion coefficient (Fick's law); mu: mobility;
# n: carrier density; EF: Fermi level; N: site density; c = n/N;
# sigma: width of the Gaussian; s = sigma/kT; eta = EF/kT;
# r = e D/(mu kT), the ratio measured in units of kT/e.
# Network energies are in kT, lengths in lattice constants a, and
# rates in the attempt rate nu0.
import numpy as np
from scipy.constants import k, e
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import norm

x_grid = np.arange(-16.0, 10.0, 0.002)       # site energy / sigma
weight = norm.pdf(x_grid) * 0.002


def filling(s, eta):
    return np.sum(weight * expit(eta - s * x_grid))


def einstein_ratio(s, eta):
    u = eta - s * x_grid
    return filling(s, eta) / np.sum(weight * expit(u) * expit(-u))


def fermi_level(s, c):
    low = np.log(c) - s**2 / 2 - 1.0
    return brentq(lambda h: filling(s, h) - c, low, 8 * s + 40,
                  xtol=1e-12, rtol=1e-14)


def ratio_at(s, c):
    return einstein_ratio(s, fermi_level(s, c))


# ---------- random hopping network, periodic in three dimensions ----------
side = 5
n_sites = side**3
network_s = 3.0
rng = np.random.default_rng(1)
energy = network_s * rng.standard_normal(n_sites)
index = np.arange(n_sites).reshape(side, side, side)
start = np.concatenate([index.ravel()] * 3)
end = np.concatenate([np.roll(index, -1, axis=d).ravel() for d in range(3)])
dx = np.repeat([1.0, 0.0, 0.0], n_sites)     # bond displacement along x
reorganization = 10.0


def miller_abrahams(d):
    return np.exp(-np.maximum(d, 0.0))


def marcus(d):
    return np.exp(-(reorganization + d)**2 / (4 * reorganization))


def bond_rates(law, force):
    d = energy[end] - energy[start] - force * dx
    return law(d), law(-d)


def evolution_matrix(from_start, from_end, q=0.0):
    # linear bond current = from_start*y[start] + from_end*y[end]
    phase = np.exp(1j * q * dx)
    m = np.zeros((n_sites, n_sites), complex)
    np.add.at(m, (start, start), -from_start)
    np.add.at(m, (start, end), -from_end * phase)
    np.add.at(m, (end, start), from_start * phase.conj())
    np.add.at(m, (end, end), from_end)
    return m


def current_slopes(f, forward, backward):
    fa, fb = f[start], f[end]
    return ((1 - fb) * forward + fb * backward,
            -(fa * forward + (1 - fa) * backward))


def drift_velocity(law, f0, force):
    # Newton solution of the nonlinear steady state at fixed carrier number
    forward, backward = bond_rates(law, force)
    f = f0.copy()
    for _ in range(10):
        fa, fb = f[start], f[end]
        current = fa * (1 - fb) * forward - fb * (1 - fa) * backward
        residual = np.zeros(n_sites)
        np.add.at(residual, start, -current)
        np.add.at(residual, end, current)
        jac = evolution_matrix(*current_slopes(f, forward, backward)).real
        jac[0] = 1.0
        residual[0] = f.sum() - f0.sum()
        f = f - np.linalg.solve(jac, residual)
    fa, fb = f[start], f[end]
    current = fa * (1 - fb) * forward - fb * (1 - fa) * backward
    return np.sum(current * dx) / f.sum()


def decay_diffusion(slopes):
    q = 0.003
    rates = np.linalg.eigvals(evolution_matrix(*slopes, q=q))
    return -rates[np.argmin(abs(rates))].real / q**2


print("NETWORK: %d sites, sigma/kT = %.1f" % (n_sites, network_s))
print("Marcus reorganization energy/kT = %.1f" % reorganization)
print("MA = Miller-Abrahams; D, Dtag, mu*kT/e in a^2 nu0")
print("law     EF/kT  c         mu*kT/e    D          Dtag")
network_lines = []
for level in (-14.0, -5.0, -2.0):
    f0 = expit(level - energy)
    h = 1e-4
    slope = (expit(level + h - energy).sum()
             - expit(level - h - energy).sum()) / (2 * h)
    predicted = f0.sum() / slope
    for name, law in (("MA", miller_abrahams), ("Marcus", marcus)):
        force = 1e-3
        mobility = (drift_velocity(law, f0, force)
                    - drift_velocity(law, f0, -force)) / (2 * force)
        forward, backward = bond_rates(law, 0.0)
        chemical = decay_diffusion(current_slopes(f0, forward, backward))
        tagged = decay_diffusion(((1 - f0[end]) * forward,
                                  -(1 - f0[start]) * backward))
        # tolerance covers the finite wave number of the disturbance
        assert abs(chemical / mobility / predicted - 1) < 3e-3
        assert abs(tagged / mobility - 1) < 3e-3
        if level == -14.0:
            assert abs(chemical / mobility - 1) < 1e-2
        else:
            assert chemical / mobility > 1.05
        print("%-7s %5.1f  %.2e  %.3e  %.3e  %.3e"
              % (name, level, f0.mean(), mobility, chemical, tagged))
        network_lines.append((name, level, chemical / mobility, predicted))
print("law     EF/kT  eD/(mu kT)  n/(kT dn/dEF)")
for row in network_lines:
    print("%-7s %5.1f  %.4f      %.4f" % row)

# ---------- tests of the Gaussian formulas ----------
for s in (1.0, 4.0, 8.0):                    # rise with density
    levels = np.linspace(-s**2 - 3, 2 * s, 80)
    values = np.array([einstein_ratio(s, h) for h in levels])
    assert np.all(np.diff(values) > 0) and values[0] > 1

c_small = 1e-4                               # first dilute correction
assert abs((ratio_at(1.0, c_small) - 1) / (c_small * np.e) - 1) < 1e-2
for c in (0.01, 0.3):                        # nearly equal site energies
    assert abs(ratio_at(0.01, c) * (1 - c) - 1) < 1e-3

c_cold = 1e-3                                # cold limit and its correction
cold_factor = c_cold / norm.pdf(norm.ppf(c_cold))
excess = ratio_at(200.0, c_cold) / 200.0 / cold_factor - 1
assert abs(excess / (np.pi**2 / 6 / 200.0**2) - 1) < 0.05

# ---------- worked example ----------
sigma_eV = 0.1
site_density = 1e21
print("EXAMPLE: sigma = %.2f eV, N = %.0e cm^-3" % (sigma_eV, site_density))
for T in (300.0, 150.0):
    kT = k * T / e
    s = sigma_eV / kT
    onset = 0.5 * np.exp(-s**2 / 2)
    assert abs(filling(s, -s**2) / onset - 1) < 1e-8
    print("T = %.0f K: kT/e = %.2f mV, sigma/kT = %.3f" % (T, 1e3 * kT, s))
    print("onset: EF = %.4f eV, n = %.2e cm^-3, r = %.3f"
          % (-s * sigma_eV, onset * site_density, einstein_ratio(s, -s**2)))
    print("n (cm^-3)  EF (eV)   r=eD/(mu kT)  D/mu (mV)")
    for c in 10.0**np.arange(-6, 0):
        eta = fermi_level(s, c)
        r = einstein_ratio(s, eta)
        print("%.0e      %.4f   %.3f         %.2f"
              % (c * site_density, eta * kT, r, 1e3 * r * kT))

print("COOLING at n = %.0e cm^-3" % (c_cold * site_density))
print("T (K)  kT/e (mV)  D/mu (mV)  r")
for T in (300.0, 200.0, 100.0, 50.0):
    kT = k * T / e
    r = ratio_at(sigma_eV / kT, c_cold)
    print("%3.0f    %5.2f      %.2f      %.3f" % (T, 1e3 * kT, 1e3 * r * kT, r))
print("T->0 limit of D/mu = %.2f mV" % (1e3 * sigma_eV * cold_factor))

# equilibrium in a slowly varying potential: the net current must vanish
s = sigma_eV / (k * 300.0 / e)
c = 1e-2
eta = fermi_level(s, c)
step = 1e-3
dn_dU = (filling(s, eta - step) - filling(s, eta + step)) / (2 * step)
r = einstein_ratio(s, eta)
assert abs(-c - r * dn_dU) / c < 1e-6
false_fraction = (c + dn_dU) / c
assert false_fraction > 0.1
print("300 K, n = %.0e cm^-3: false equilibrium current" % (c * site_density))
print("if D = mu kT/e: %.1f %% of the drift current" % (100 * false_fraction))
print("no disorder, same filling: r = %.4f" % (1 / (1 - c)))
print("success")
```

Printed output:

```
NETWORK: 125 sites, sigma/kT = 3.0
Marcus reorganization energy/kT = 10.0
MA = Miller-Abrahams; D, Dtag, mu*kT/e in a^2 nu0
law     EF/kT  c         mu*kT/e    D          Dtag
MA      -14.0  4.94e-05  1.453e-02  1.455e-02  1.453e-02
Marcus  -14.0  4.94e-05  2.971e-03  2.976e-03  2.971e-03
MA       -5.0  7.36e-02  5.873e-02  1.154e-01  5.873e-02
Marcus   -5.0  7.36e-02  1.202e-02  2.361e-02  1.202e-02
MA       -2.0  2.67e-01  8.270e-02  2.317e-01  8.269e-02
Marcus   -2.0  2.67e-01  1.705e-02  4.777e-02  1.705e-02
law     EF/kT  eD/(mu kT)  n/(kT dn/dEF)
MA      -14.0  1.0016      1.0017
Marcus  -14.0  1.0016      1.0017
MA       -5.0  1.9648      1.9648
Marcus   -5.0  1.9648      1.9648
MA       -2.0  2.8023      2.8023
Marcus   -2.0  2.8023      2.8023
EXAMPLE: sigma = 0.10 eV, N = 1e+21 cm^-3
T = 300 K: kT/e = 25.85 mV, sigma/kT = 3.868
onset: EF = -0.3868 eV, n = 2.82e+17 cm^-3, r = 1.231
n (cm^-3)  EF (eV)   r=eD/(mu kT)  D/mu (mV)
1e+15      -0.5487   1.035         26.76
1e+16      -0.4858   1.083         27.99
1e+17      -0.4189   1.171         30.28
1e+18      -0.3450   1.329         34.37
1e+19      -0.2578   1.636         42.30
1e+20      -0.1412   2.440         63.08
T = 150 K: kT/e = 12.93 mV, sigma/kT = 7.736
onset: EF = -0.7736 eV, n = 5.04e+07 cm^-3, r = 1.112
n (cm^-3)  EF (eV)   r=eD/(mu kT)  D/mu (mV)
1e+15      -0.4897   1.624         21.00
1e+16      -0.4391   1.789         23.13
1e+17      -0.3826   2.019         26.10
1e+18      -0.3177   2.369         30.62
1e+19      -0.2390   2.987         38.61
1e+20      -0.1316   4.529         58.54
COOLING at n = 1e+18 cm^-3
T (K)  kT/e (mV)  D/mu (mV)  r
300    25.85      34.37      1.329
200    17.23      31.46      1.826
100     8.62      30.08      3.491
 50     4.31      29.79      6.914
T->0 limit of D/mu = 29.70 mV
300 K, n = 1e+19 cm^-3: false equilibrium current
if D = mu kT/e: 38.9 % of the drift current
no disorder, same filling: r = 1.0101
success
```
